# Comment: why a plasmon-pole frequency is not the plasmon dispersion

## The argument under comment

The manuscript proposes to find the plasmon dispersion of a metal-like electron gas from a static calculation. Its reasoning runs as follows.

1. In a GW calculation the inverse dielectric function may be replaced by one with a single pole, at a frequency \(\tilde\omega(q)\).
2. At long wavelength the plasmon exhausts the f-sum rule, so the single pole can be nothing but the plasmon.
3. The f-sum rule and the static dielectric function fix \(\tilde\omega(q)\). They therefore fix the plasmon dispersion, and no dynamical calculation is needed.

The first step is a legitimate model. The second contains a true statement and a false inference, and the third inherits the error. The manuscript adds that any discrepancy would come from "averaging over the particle-hole continuum" and must vanish at small \(q\), where the continuum has no weight. That remark also needs correction, because it matters which average is taken.

I use the manuscript's setting: a homogeneous electron gas at zero temperature, in the random-phase approximation (RPA), with \(\hbar=m=e=1\). The density is \(n=k_F^3/3\pi^2\) and the Fermi velocity is \(v_F=k_F\). The plasma frequency and the Thomas–Fermi wave vector obey

\[
\omega_p^2=4\pi n=\frac{4k_F^3}{3\pi},\qquad k_{TF}^2=\frac{4k_F}{\pi}=\frac{3\omega_p^2}{v_F^2}.
\]

A "\(q^2\) coefficient" below is a coefficient in the squared frequency. Small \(q\) means \(q\ll k_F\) and \(v_Fq\ll\omega_p\), so that

\[
x\equiv\frac{v_F^2q^2}{\omega_p^2}=\frac{3q^2}{k_{TF}^2}
\]

is a small parameter.

## What the two conditions determine

The model is

\[
\varepsilon^{-1}_{\rm model}(q,\omega)=1+\frac{\omega_p^2}{\omega^2-\tilde\omega^2(q)} .
\]

The numerator is set by the f-sum rule, which requires \(\varepsilon^{-1}\to1+\omega_p^2/\omega^2\) at high frequency. The pole position is set by the static limit, \(1/\varepsilon(q,0)=1-\omega_p^2/\tilde\omega^2\). These are the Hybertsen–Louie conditions. Solving for the pole gives

\[
\tilde\omega^2=\frac{\omega_p^2}{1-1/\varepsilon(q,0)}=\omega_p^2\,\frac{\varepsilon(q,0)}{\varepsilon(q,0)-1}=\omega_p^2+\frac{\omega_p^2}{\varepsilon(q,0)-1}.
\]

The RPA dielectric function is \(\varepsilon=1-(4\pi/q^2)\chi_0\), with

\[
\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega-\Delta}
=2\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\,\frac{2\Delta}{\omega^2-\Delta^2},\qquad
\Delta=\mathbf q\cdot\mathbf k+\frac{q^2}{2}.
\]

The second form follows from substituting \(\mathbf k\to-\mathbf k-\mathbf q\) in the term with \(f_{\mathbf k+\mathbf q}\). This reverses the sign of \(\Delta\), and \(1/(\omega-\Delta)-1/(\omega+\Delta)=2\Delta/(\omega^2-\Delta^2)\).

At \(\omega=0\) the integrand is \(-2/\Delta\), taken as a principal value. Cut the Fermi sphere into discs perpendicular to \(\mathbf q\), at \(k_\parallel=k_Fx'\), each of area \(\pi k_F^2(1-x'^2)\). With \(a=q/2k_F\), \(\Delta=qk_F(x'+a)\) and

\[
\chi_0(q,0)=-\frac{k_F^2}{2\pi^2q}\,\mathrm P\!\!\int_{-1}^{1}\frac{1-x'^2}{x'+a}\,dx' .
\]

Since \(1-x'^2=(1-a^2)-(x'+a)(x'-a)\), the integral equals

\[
(1-a^2)\ln\frac{1+a}{1-a}+2a=4a\left(1-\frac{a^2}{3}+\dots\right).
\]

Hence

\[
\varepsilon(q,0)-1=\frac{k_{TF}^2}{q^2}\left(1-\frac{q^2}{12k_F^2}+\dots\right),\qquad
\tilde\omega^2=\omega_p^2+\frac{\omega_p^2q^2}{k_{TF}^2}+\dots=\omega_p^2+\frac13v_F^2q^2+O(q^4).
\]

The correction in the bracket affects only the \(q^4\) term. The manuscript's coefficient, \(v_F^2/3\), is thus correct for \(\tilde\omega^2\). It has a static meaning: for free electrons \(\mu=k_F^2/2\propto n^{2/3}\), so \(n\,d\mu/dn=2\mu/3=v_F^2/3\). It measures the resistance of the gas to slow compression.

## What the plasmon does

The plasmon is the zero \(\Omega(q)\) of \(\varepsilon(q,\omega)\) above the continuum. At small \(q\) every \(|\Delta|\) is far below \(\omega_p\), so one may expand

\[
\frac{2\Delta}{\omega^2-\Delta^2}=\frac{2\Delta}{\omega^2}+\frac{2\Delta^3}{\omega^4}+\dots
\]

Let angle brackets denote the average over the Fermi sphere. Odd powers of \(\mathbf q\cdot\mathbf k\) average to zero, and \(\langle(\mathbf q\cdot\mathbf k)^2\rangle=q^2k_F^2/5\). Therefore

\[
\langle2\Delta\rangle=q^2,\qquad
\langle2\Delta^3\rangle=2\left[3\,\frac{q^2k_F^2}{5}\,\frac{q^2}{2}+\frac{q^6}{8}\right]=q^2\left[\frac35v_F^2q^2+\frac{q^4}{4}\right].
\]

Multiplication by \(4\pi n/q^2=\omega_p^2/q^2\) gives

\[
\varepsilon(q,\omega)=1-\frac{\omega_p^2}{\omega^2}-\frac{\omega_p^2}{\omega^4}\left[\frac35v_F^2q^2+\frac{q^4}{4}\right]-\dots
\]

The next term is of relative order \(q^4\). Setting \(\varepsilon=0\), multiplying by \(\omega^2\), and replacing \(\omega^2\) by \(\omega_p^2\) in the small term yields

\[
\Omega^2=\omega_p^2+\frac35v_F^2q^2+O(q^4).
\]

The coefficient is \(3\langle v_\parallel^2\rangle\), where \(v_\parallel\) is the velocity component along \(\mathbf q\). It describes a collisionless gas driven faster than its electrons can cross a wavelength. The static coefficient describes a gas that has had time to adjust. The two differ at the first order at which either pole disperses, so the manuscript's third step fails at small \(q\) too.

## Where the second step goes wrong

Let \(L(q,\omega)=\mathrm{Im}[-1/\varepsilon(q,\omega)]\), which is positive for \(\omega>0\) and odd in \(\omega\). The Kramers–Kronig relation reads

\[
\varepsilon^{-1}(q,z)=1-\frac2\pi\int_0^\infty\frac{\omega L(q,\omega)}{\omega^2-z^2}\,d\omega .
\]

Define \(M_n=(2/\pi)\int_0^\infty\omega^nL\,d\omega\). The limit of large \(z\) gives \(M_1=\omega_p^2\), and \(z=0\) gives \(M_{-1}=1-1/\varepsilon(q,0)\). The fitted frequency is then

\[
\tilde\omega^2=\frac{M_1}{M_{-1}},\qquad\text{or}\qquad
\frac1{\tilde\omega^2}=\frac{\int_0^\infty(\omega L)\,\omega^{-2}\,d\omega}{\int_0^\infty\omega L\,d\omega}.
\]

So \(1/\tilde\omega^2\) is the mean of \(1/\omega^2\), weighted by f-sum strength. Strength at low frequency counts heavily in such a mean. A continuum with negligible f-sum weight may still matter, and its weight has to be calculated.

**The continuum at small \(q\).** Put \(\omega=uv_Fq\) with \(0<u<1\). To leading order \(f_{\mathbf k}-f_{\mathbf k+\mathbf q}\) is \(\mathbf q\cdot\mathbf k\) times a delta function at the Fermi energy. The density of states there is \(k_F/\pi^2\), and with \(\nu\) the cosine of the angle between \(\mathbf k\) and \(\mathbf q\),

\[
\chi_0=\frac{k_F}{\pi^2}\,\frac12\int_{-1}^1\frac{\nu\,d\nu}{u-\nu+i0}.
\]

Writing \(\nu=u-(u-\nu)\) in the numerator gives \(\chi_0=-(k_F/\pi^2)\,g(u)\), with

\[
g(u)=1-\frac u2\ln\frac{1+u}{1-u}+\frac{i\pi u}{2}.
\]

Because \(k_{TF}^2/q^2\) is large, the 1 in \(\varepsilon\) may be dropped: \(\varepsilon\simeq(k_{TF}^2/q^2)\,g(u)\). The continuum part of the loss function is therefore

\[
L\simeq\frac{q^2}{k_{TF}^2}\,\ell(u),\qquad \ell(u)=\mathrm{Im}\left[-\frac1{g(u)}\right].
\]

**Two integrals of \(\ell\).** For complex \(u\), combining \(\nu\) with \(-\nu\) gives

\[
g(u)=-\int_0^1\frac{\nu^2\,d\nu}{u^2-\nu^2}.
\]

If \(u^2\) is not real, the imaginary part of the integrand has one sign, so \(g\neq0\). If \(u^2\) is real and outside \([0,1]\), the integrand itself has one sign, and again \(g\neq0\). Thus \(1/g\) is analytic in the upper half-plane. At large \(u\),

\[
g=-\frac1{3u^2}\left[1+\frac3{5u^2}+\frac3{7u^4}+\dots\right],
\]

\[
\frac1g=-3u^2\left[1-\frac3{5u^2}+\left(\frac9{25}-\frac37\right)\frac1{u^4}+\dots\right]=-3u^2+\frac95+\frac{36}{175\,u^2}+\dots
\]

The function \(F=1/g+3u^2-9/5\) decays at infinity. The subtracted terms are real on the real axis, so \(\mathrm{Im}\,F=-\ell\) there, and \(F\) obeys

\[
F(u)=-\frac2\pi\int_0^1\frac{u'\ell(u')}{u'^2-u^2}\,du' .
\]

At \(u=0\), \(g=1\) and \(F=1-9/5=-4/5\). At large \(u\), \(F\to36/(175u^2)\). Comparing with the integral in the two limits,

\[
\frac2\pi\int_0^1\frac{\ell(u)}u\,du=\frac45,\qquad
\frac2\pi\int_0^1u\,\ell(u)\,du=\frac{36}{175}.
\]

**The two shares.** Let \(\varphi\) be the fraction of the f-sum held by the continuum, and \(C\) its contribution to \(M_{-1}\). Since \(d\omega/\omega=du/u\) and \(\omega\,d\omega=(v_Fq)^2u\,du\), to leading order

\[
C=\frac45\frac{q^2}{k_{TF}^2}=\frac4{15}\,x,\qquad
\varphi=\frac{q^2}{k_{TF}^2}\,\frac{v_F^2q^2}{\omega_p^2}\,\frac{36}{175}=\frac{108}{175}\left(\frac q{k_{TF}}\right)^4 .
\]

The manuscript is right that the plasmon exhausts the f-sum rule as \(q\to0\): the deficit is of order \(q^4\). In the static sum, however, the continuum enters at order \(q^2\), the same order as the dispersion. The plasmon holds f-sum strength \((1-\varphi)\omega_p^2\) at \(\Omega\), and therefore

\[
\frac1{\tilde\omega^2}=\frac{M_{-1}}{\omega_p^2}=\frac{1-\varphi}{\Omega^2}+\frac C{\omega_p^2}
=\frac1{\omega_p^2}\left[1-\frac35x+\frac4{15}x+O(x^2)\right]=\frac1{\omega_p^2}\left[1-\frac13x+O(x^2)\right].
\]

Inverting gives \(\tilde\omega^2=\omega_p^2(1+x/3)\), as before. The continuum accounts for the whole difference \(3/5-1/3=4/15\). The sign is also clear: while the plasmon lies above the continuum, all other strength sits below \(\Omega\), so the mean of \(1/\omega^2\) exceeds \(1/\Omega^2\) and \(\tilde\omega<\Omega\).

## Averaging alone is not the reason

The phrase "it averages over the continuum" would apply equally to the f-sum-weighted mean of \(\omega^2\), which is \(M_3/M_1\). To find it, invert the high-frequency expansion of \(\varepsilon\) using \(1/(1-A)=1+A+A^2+\dots\):

\[
\varepsilon^{-1}=1+\frac{\omega_p^2}{\omega^2}+\frac{\omega_p^2}{\omega^4}\left[\omega_p^2+\frac35v_F^2q^2+\frac{q^4}4\right]+\dots
\]

In the Kramers–Kronig relation the coefficient of \(1/\omega^4\) is \(M_3\). Hence

\[
\frac{M_3}{M_1}=\omega_p^2+\frac35v_F^2q^2+\frac{q^4}4 .
\]

This average includes the continuum and still has the plasmon's \(q^2\) coefficient. What lowers the coefficient to \(1/3\) is the emphasis on low frequencies that the static condition brings.

## The coefficient depends on the model

The manuscript speaks of "the" plasmon-pole frequency. A Godby–Needs model leaves both strength and position free, \(\varepsilon^{-1}=1+A/(\omega^2-\omega_{GN}^2)\), and fits \(\varepsilon^{-1}\) at \(\omega=0\) and at an imaginary frequency \(i\omega_0\). The two conditions are

\[
\frac A{\omega_{GN}^2}=M_{-1},\qquad
\frac A{\omega_0^2+\omega_{GN}^2}=N\equiv\frac2\pi\int_0^\infty\frac{\omega L}{\omega^2+\omega_0^2}\,d\omega .
\]

Their ratio is \(1+\omega_0^2/\omega_{GN}^2=M_{-1}/N\), so \(\omega_{GN}^2=\omega_0^2N/(M_{-1}-N)\). Because \(1/\omega-\omega/(\omega^2+\omega_0^2)=\omega_0^2/[\omega(\omega^2+\omega_0^2)]\), \(\omega_{GN}^2\) is the mean of \(\omega^2\) with weight \(L/[\omega(\omega^2+\omega_0^2)]\), which favours low frequencies still more.

For fixed \(\omega_0\gg v_Fq\), the continuum adds \(C/\omega_0^2\) to the integral of this weight and only a term of order \(q^4\) to \(N\). The plasmon contributes \((\omega_p^2/\Omega^2)/(\Omega^2+\omega_0^2)\) and \(\omega_p^2/(\Omega^2+\omega_0^2)\), respectively. Dividing,

\[
\frac1{\omega_{GN}^2}=\frac1{\Omega^2}+\frac{C}{\omega_p^2}\,\frac{\Omega^2+\omega_0^2}{\omega_0^2}+O(q^4),
\]

\[
\omega_{GN}^2=\omega_p^2+\left[\frac35-\frac4{15}\left(1+\frac{\omega_p^2}{\omega_0^2}\right)\right]v_F^2q^2+\dots
=\omega_p^2+\left[\frac13-\frac4{15}\frac{\omega_p^2}{\omega_0^2}\right]v_F^2q^2+\dots
\]

For \(\omega_0=\omega_p\) the coefficient is \(1/15\). For \(\omega_0\gg\omega_p\) the second condition becomes the f-sum rule and \(1/3\) returns. For \(\omega_0^2<\tfrac45\omega_p^2\) the coefficient is negative, although the plasmon disperses upward.

## Moving the pole to the plasmon is not a repair

One might put the pole at \(\Omega\) and keep the strength \(\omega_p^2\). The static limit then becomes

\[
1-\frac{\omega_p^2}{\Omega^2}\simeq\frac35x=\frac95\frac{q^2}{k_{TF}^2},
\qquad\text{whereas}\qquad
\frac1{\varepsilon(q,0)}\simeq\frac{q^2}{k_{TF}^2}.
\]

The static screened interaction \(W=4\pi/(q^2\varepsilon)\) tends to \(4\pi/k_{TF}^2\) in the RPA. The altered model makes it \(9/5\) times as large. If the strength is instead adjusted to restore the static limit, it becomes

\[
\Omega^2\left[1-\frac1{\varepsilon(q,0)}\right]\simeq\omega_p^2\left(1+\frac35x\right)\left(1-\frac13x\right)\simeq\omega_p^2\left(1+\frac4{15}x\right),
\]

which violates the f-sum rule. A single undamped pole has two parameters and cannot meet three independent conditions. The Hybertsen–Louie choice gives up the plasmon position to keep the static and high-frequency limits of \(W\).

## A numerical case

Take \(r_s=4\), for which \(k_F=0.480\) and \(k_{TF}=0.782\) bohr\(^{-1}\), and \(\omega_p=0.2165\) hartree \(=5.89\) eV. At \(q=0.4\,k_F\) the continuum ends at 3.01 eV and the plasmon lies at \(\Omega=6.23\) eV. The static value \(1/\varepsilon(q,0)=0.0576\) gives

\[
\tilde\omega=\frac{5.89\ \text{eV}}{\sqrt{1-0.0576}}=6.07\ \text{eV}.
\]

The fitted pole has risen by 0.18 eV from \(\omega_p\), and the plasmon by 0.34 eV. The continuum holds 0.34% of the f-sum. In the static sum the plasmon supplies 0.8906 and the continuum 0.0518, together \(0.9424=1-0.0576\), so the continuum's share there is 5.5%.

The leading-order formula can be checked at this \(q\). With \(q/k_{TF}=0.4\times0.480/0.782=0.246\), it gives \(C=0.8\times0.246^2=0.048\), about 7% below the computed 0.0518. The leading-order \(\varphi\) is less accurate here: it gives about 0.22%, a third below the computed 0.34%.

The other frequencies behave as derived. The third-moment value \(\sqrt{M_3/M_1}\) is 6.22 eV, close to the plasmon, and the Godby–Needs pole with \(\omega_0=\omega_p\) is at 5.92 eV. A pole at \(\Omega\) with strength \(\omega_p^2\) would give a static \(1/\varepsilon\) of 0.106 in place of 0.0576, a factor of 1.85.

At \(q=0.6\,k_F\) the separation has grown: \(\Omega=6.73\) eV, \(\tilde\omega=6.29\) eV and \(\omega_{GN}=5.94\) eV. The continuum then has 2.6% of the f-sum and 15% of the static sum. The numerical check tests the small-\(q\) coefficients at two densities, and the sum rules at finite \(q\) by integrating the full loss spectrum.

## What the manuscript may claim

The static calculation yields the frequency of a model that reproduces two limits of the RPA screening. It does not yield the plasmon dispersion. The plasmon is the zero of \(\varepsilon(q,\omega)\) at finite frequency, and its \(q^2\) coefficient, \(3/5\), comes from the \(1/\omega^4\) term of the high-frequency expansion (the term that also fixes \(M_3\)), not from the static limit. The distinction persists beyond \(q=0.945\,k_F\) at this density, where the plasmon meets the continuum: \(\tilde\omega(q)\) remains defined by the static screening, but the undamped pole is gone. Just inside the continuum the RPA loss function keeps a narrow damped peak near the edge: at \(q=k_F\) it lies at 9.26 eV with a width of about 0.3 eV, while \(\tilde\omega=7.00\) eV. The peak broadens quickly, to about 3.5 eV at \(q=1.2\,k_F\).

The numbers \(1/3\), \(3/5\) and \(4/15\) belong to the RPA for a homogeneous gas. Exchange and correlation beyond the RPA, or a crystal potential, change the response functions from which they were derived, and the manuscript should not carry them over to such cases without a new calculation.

## Numbers as computed

```
rs = 4.0 bohr, kF = 0.4798 1/bohr
kTF = 0.7816 1/bohr
wp = 0.21651 hartree = 5.891 eV
plasmon meets continuum at q/kF = 0.945
q^2 coefficients of squared frequency, units vF^2:
 rs=2: true plasmon 0.6000
 rs=2: HL pole 0.3333
 rs=2: GN pole, w0=wp 0.0667
 rs=2: GN pole, w0=2wp 0.2667
 rs=2: static W, pole at Omega / true 1.800
 rs=4: true plasmon 0.6000
 rs=4: HL pole 0.3333
 rs=4: GN pole, w0=wp 0.0667
 rs=4: GN pole, w0=2wp 0.2667
 rs=4: static W, pole at Omega / true 1.800
scaled continuum integral, weight 1/u: 0.800000
scaled continuum integral, weight u: 0.205714
q/kF=0.05: static part/(q/kTF)^2 = 0.8007
q/kF=0.05: f-sum share/(q/kTF)^4 = 0.6213
q/kF = 0.2:
 continuum edge 1.378 eV
 true plasmon Omega 5.973 eV
 HL pole 5.936 eV
 GN pole (w0=wp) 5.900 eV
 third-moment frequency 5.972 eV
 continuum share of f-sum 0.000156
 static sum: plasmon 0.97286, continuum 0.01224
 continuum share of static sum 0.01243
 1/eps(q,0): true 0.01490, pole at Omega 0.02699
q/kF = 0.4:
 continuum edge 3.007 eV
 true plasmon Omega 6.232 eV
 HL pole 6.069 eV
 GN pole (w0=wp) 5.918 eV
 third-moment frequency 6.223 eV
 continuum share of f-sum 0.003358
 static sum: plasmon 0.89059, continuum 0.05182
 continuum share of static sum 0.05498
 1/eps(q,0): true 0.05759, pole at Omega 0.10641
q/kF = 0.6:
 continuum edge 4.886 eV
 true plasmon Omega 6.732 eV
 HL pole 6.290 eV
 GN pole (w0=wp) 5.935 eV
 third-moment frequency 6.668 eV
 continuum share of f-sum 0.026430
 static sum: plasmon 0.74572, continuum 0.13153
 continuum share of static sum 0.14993
 1/eps(q,0): true 0.12276, pole at Omega 0.23404
```
